# The length scale of current-in-plane tunnelling between two resistive sheets

Suppose that a magnetic tunnel junction film, whose barrier resistance rises by 120 % when its magnetic state is switched, is touched from above by four probes in a row. In the example calculated below, the four-point resistance rises by 38.5 % with the probes 1.5 µm apart. With the probes 6 µm apart it rises by 0.45 %, although the film, the barrier and the switching are the same. The probes all stand on the top metal, so the current need not cross the barrier to get from one probe to another. It divides between the two metals: part of it stays in the top one, and part crosses to the bottom one and returns. What has to be found is the distance over which it crosses.

Model the film as two infinite, uniform conducting sheets, with sheet resistances $R_T$ (top) and $R_B$ (bottom), separated by a barrier of resistance-area product $RA$. This $RA$ is one quantity, the voltage across the barrier divided by the current density through it, and is taken as independent of voltage. Each sheet is assumed so thin that its potential, $V_T$ or $V_B$, depends on the in-plane position alone. The current is steady. Let the barrier current density be positive downward,

$$J=\frac{V_T-V_B}{RA}.$$

The current per unit width in each sheet is $\mathbf K_T=-\nabla V_T/R_T$ and $\mathbf K_B=-\nabla V_B/R_B$. A current $I$ enters the top sheet at the origin and leaves at a great distance. The top sheet gains charge from the contact and loses it to the barrier, while the bottom sheet gains what the barrier delivers:

$$\nabla\cdot\mathbf K_T=I\,\delta(\mathbf r)-J,\qquad \nabla\cdot\mathbf K_B=J .$$

Inserting Ohm's law and multiplying by $-R_T$ and $-R_B$ gives

$$\nabla^2V_T=\frac{R_T}{RA}(V_T-V_B)-IR_T\,\delta(\mathbf r),\qquad
\nabla^2V_B=-\frac{R_B}{RA}(V_T-V_B).$$

The right-hand sides contain only the difference $U=V_T-V_B$, so subtract the second equation from the first:

$$\nabla^2U=\frac{R_T+R_B}{RA}\,U-IR_T\,\delta(\mathbf r)=\frac{U}{\lambda^2}-IR_T\,\delta(\mathbf r),$$

$$\boxed{\lambda=\sqrt{\frac{RA}{R_T+R_B}}}$$

This is the length sought. The sheet resistances add because current that crosses the barrier lowers the potential gradient in one sheet and raises it in the other, and both changes make $U$ less steep. There is a simple reading of the formula: a square patch of side $L$ has barrier resistance $RA/L^2$ and in-plane resistances $R_T$ and $R_B$ whatever its size. The barrier resistance equals the sum of the other two when $L=\lambda$. Much smaller patches are effectively insulated from the sheet below; much larger ones are effectively shorted to it.

A second combination removes the barrier altogether. Multiply the equation for $V_T$ by $R_B$, that for $V_B$ by $R_T$, and add. The terms in $U$ cancel. With

$$W=\frac{R_BV_T+R_TV_B}{R_T+R_B},\qquad R_p=\frac{R_TR_B}{R_T+R_B},$$

the result is $\nabla^2W=-IR_p\,\delta(\mathbf r)$, the equation of a single sheet whose resistance is that of the two in parallel.

Both equations have circular symmetry. Away from the origin, $U''+U'/r=U/\lambda^2$, whose solutions are the modified Bessel functions $K_0(r/\lambda)$ and $I_0(r/\lambda)$. The second grows without limit and is excluded, so $U=A\,K_0(r/\lambda)$. To find $A$, integrate the equation for $U$ over a disc of radius $\varepsilon$:

$$2\pi\varepsilon\,U'(\varepsilon)-\frac1{\lambda^2}\int_{r<\varepsilon}U\,d^2r=-IR_T .$$

Near the origin $K_0(r/\lambda)$ behaves as $-\ln(r/\lambda)$ plus a constant. The integral therefore vanishes with $\varepsilon$, while $\varepsilon U'(\varepsilon)\to-A$. Hence $2\pi A=IR_T$. For $W$ the same integration gives $2\pi rW'=-IR_p$. Therefore

$$U=\frac{IR_T}{2\pi}K_0\!\left(\frac r\lambda\right),\qquad W=-\frac{IR_p}{2\pi}\ln r+\text{constant}.$$

Putting $V_B=V_T-U$ into the definition of $W$ gives $W=V_T-R_TU/(R_T+R_B)$, and so

$$V_T=W+\frac{R_T}{R_T+R_B}U,\qquad V_B=W-\frac{R_B}{R_T+R_B}U .$$

The current that has reached the bottom sheet flows outward through a circle of radius $r$. Since $K_0'=-K_1$,

$$I_B(r)=-\frac{2\pi r}{R_B}V_B'
=\frac{IR_p}{R_B}+\frac{2\pi r}{R_T+R_B}U'
=I\,\frac{R_T}{R_T+R_B}\left[1-\frac r\lambda K_1\!\left(\frac r\lambda\right)\right].$$

At small $r$ the bracket vanishes, because $zK_1(z)\to1$, and all the current is still in the top sheet. At large $r$ the current divides as in two parallel resistors. Take as an example $R_T=20$ Ω and $R_B=5$ Ω per square, with $RA=10$ Ω µm² in the parallel magnetic state (P). Then $\lambda_P=\sqrt{10/25}=0.632$ µm. The bottom sheet carries 32 % of the current at $r=\lambda_P$, 58 % at $2\lambda_P$ and 76 % at $4\lambda_P$, on its way to 80 %. The length $\lambda$ sets the scale of the transfer, but the transfer is far from complete at $r=\lambda$.

Now place four point probes on the top sheet in a straight line with equal pitch $x$, in the order $I+$, $V+$, $V-$, $I-$. Write the top potential per unit source current as

$$G(r)=\frac{R_p}{2\pi}\left[\frac{R_T}{R_B}K_0\!\left(\frac r\lambda\right)-\ln r\right]+\text{constant},$$

where $R_T^2/(R_T+R_B)=R_pR_T/R_B$ has been used. The equations are linear, so the source and the sink, which has current $-I$, may be superposed. The contact $V+$ is at distance $x$ from the source and $2x$ from the sink, so its potential is $I[G(x)-G(2x)]$. For $V-$ the distances are exchanged, and the potential is $I[G(2x)-G(x)]$. The measured resistance is the difference divided by $I$, namely $2[G(x)-G(2x)]$:

$$\boxed{R(x)=\frac{R_p}{\pi}\left\{\ln2+\frac{R_T}{R_B}\left[K_0\!\left(\frac x\lambda\right)-K_0\!\left(\frac{2x}\lambda\right)\right]\right\}}$$

When $x\ll\lambda$, the logarithmic form of $K_0$ makes the square bracket equal to $\ln2$. Then $R\to(R_p\ln2/\pi)(1+R_T/R_B)=R_T\ln2/\pi$, the result for the top sheet alone. When $x\gg\lambda$, the Bessel functions vanish and $R\to R_p\ln2/\pi$, the result for the two sheets in parallel. Neither limit contains $RA$: closely spaced probes do not sense the barrier because little current crosses it, and widely spaced probes because the crossing costs a negligible part of the voltage they read. In the example the limits are 4.41 Ω and 0.883 Ω.

In the antiparallel state (AP) the barrier has $RA=10\times(1+1.20)=22$ Ω µm². The sheets are held fixed, so $\lambda_{AP}=\sqrt{22/25}=0.938$ µm. At $x=1.5$ µm the two states have $x/\lambda=2.372$ and $1.599$, and

$$R_P=\frac{4}{\pi}\left[0.69315+4(0.07263-0.00489)\right]=1.228\ \Omega,$$

$$R_{AP}=\frac4\pi\left[0.6931+4(0.18819-0.02766)\right]=1.700\ \Omega .$$

The in-plane ratio $R_{AP}/R_P-1$ is 38.5 %, as stated at the start. At 6 µm the two resistances are 0.8827 and 0.8867 Ω, both close to the parallel-sheet limit, and the ratio has nearly gone. A direct solution of a two-dimensional network of resistors, with two sheets, a barrier and four contacts, gives 1.228 and 1.700 Ω at 1.5 µm. It does not use the separation into $U$ and $W$.

How strongly does $R$ respond to the barrier? Let $z=x/\lambda$. At fixed pitch and fixed sheets, $\lambda\propto(RA)^{1/2}$, so $dz/d\ln RA=-z/2$. Differentiating the Bessel functions gives

$$\frac{dR}{d\ln RA}=\frac{R_T^2}{2\pi(R_T+R_B)}\left[zK_1(z)-2zK_1(2z)\right].$$

To find the pitch of greatest response at fixed $\lambda$, use $d[sK_1(s)]/ds=-sK_0(s)$. The derivative of the bracket is $-z[K_0(z)-4K_0(2z)]$, so the maximum obeys

$$K_0(z)=4K_0(2z),\qquad z=1.077 .$$

There is a single root. The logarithmic derivative of $K_0(z)/K_0(2z)$ is $[q(2z)-q(z)]/z$ with $q(s)=sK_1(s)/K_0(s)$, and $q'=s(K_1^2-K_0^2)/K_0^2$ is positive because $K_1>K_0$. The ratio therefore rises steadily, from 1 at small $z$ to arbitrarily large values, and passes 4 once. Within this model the absolute response to a small change of $RA$ is thus greatest at $x=1.077\,\lambda$, whatever the sheet resistances. For the P state this is 0.68 µm, where $dR/d\ln RA=0.824$ Ω. At 1.5 µm it is 0.459 Ω, so a 1 % change of $RA$ changes $R_P$ by about $0.459/1.228=0.37$ %.

The ratio of the two magnetic states has a different best pitch, 1.31 µm, where it reaches 39.4 %. This lies above 0.68 µm for two reasons. The ratio divides the change by $R_P$, which falls with pitch and so favours larger $x$; and the change of $RA$ is not small, so that part of it is sensed with the longer length $\lambda_{AP}$. Here the in-plane ratio stays well below the tunnelling ratio of 120 %, but that is no general bound. If $R_B\ll R_T$ strongly enough that the $\ln2$ term is negligible, $R$ is proportional to $K_0(z)-K_0(2z)$, which for large $z$ falls roughly as $e^{-z}$. Its relative response to $\ln RA$ then grows as $z/2$ and can exceed one. For any given pair of sheets, however, the Bessel terms vanish as the pitch grows, and the $\ln2$ term, which does not depend on the barrier, finally dominates and brings the ratio down. At small pitches the ratio is low because little current crosses.

To obtain $RA$ from measurements, one needs $\lambda$ and both sheet resistances, since $RA=\lambda^2(R_T+R_B)$. Large pitches give $R_p$, and small ones approach $R_T$, but the second limit is slow to arrive: at 0.375 µm the P state still shows 3.24 Ω instead of 4.41 Ω. It comes within 10 % of the limit only below 0.17 µm, which is less than the diameter of the contacts of radius 0.1 µm considered below. Readings at pitches from about $\lambda$, or below it where the contacts allow, to well above it should therefore be fitted together with the full formula. Pitches close to $\lambda$ alone determine the three unknowns poorly.

The thin-sheet assumption can be examined by allowing the potential to vary through the metals. Let the films have thicknesses $t_T$ and $t_B$ and isotropic resistivities $\rho_T=R_Tt_T$ and $\rho_B=R_Bt_B$. Put the thin barrier at height $z=0$ ($z$ now being the vertical coordinate). Look for potentials with the in-plane factor $f$, where $\nabla^2f=\kappa^2f$, so that $1/\kappa$ is the decay length. Laplace's equation and zero vertical current at the outer faces give

$$\phi_T=A\cos[\kappa(t_T-z)]\,f,\qquad \phi_B=-B\cos[\kappa(t_B+z)]\,f .$$

The downward current density is $(1/\rho)\,\partial\phi/\partial z$. At the barrier it must be the same on both sides:

$$J=\frac{A\kappa}{\rho_T}\sin(\kappa t_T)\,f=\frac{B\kappa}{\rho_B}\sin(\kappa t_B)\,f .$$

The voltage drop is $[A\cos(\kappa t_T)+B\cos(\kappa t_B)]f=J\,RA$. Eliminating $A$ and $B$ leaves

$$\kappa\,RA=\rho_T\cot(\kappa t_T)+\rho_B\cot(\kappa t_B).$$

For thin films $\cot u\simeq1/u-u/3$. Multiplying by $\kappa$ and collecting the terms in $\kappa^2$ gives, to leading order in thickness,

$$\lambda^2=\frac1{\kappa^2}=\frac{RA+\tfrac13(R_Tt_T^2+R_Bt_B^2)}{R_T+R_B}.$$

With $t_T=10$ nm and $t_B=40$ nm, the addition is $(0.002+0.008)/3=0.0033$ Ω µm², which is 0.033 % of $RA$ in the P state. These values mean uniform films of 20 µΩ cm. In a layered stack, thin and more resistive layers next to the barrier, such as CoFeB and Ta, add roughly their resistivity times thickness to $RA$, and the addition can be several times larger. The thin-sheet formula fails when $RA$ is so low that $\lambda$ becomes comparable with the film thicknesses, and the small-pitch limit $R_T\ln2/\pi$ fails when the pitch becomes comparable with $t_T$.

Real contacts have a finite size. Suppose the current enters uniformly over a disc of radius $a$, and observe at $r>a$. Averaged over angle, the potential of a source at distance $s$ from the disc's centre is a regular radial solution in $s$ that equals $K_0(r/\lambda)$ at $s=0$. It is therefore $K_0(r/\lambda)I_0(s/\lambda)$. Averaging over the disc gives the factor

$$\frac2{a^2}\int_0^aI_0\!\left(\frac s\lambda\right)s\,ds=\frac{2I_1(u)}u\simeq1+\frac{u^2}8,\qquad u=\frac a\lambda .$$

The logarithm is harmonic, and its average is unchanged. For $a=0.1$ µm in the two current contacts, $R_P$ rises by 0.09 %. Voltage contacts of the same size, which read the average over their discs, bring in the same factor once more, and the rise becomes 0.18 %. This holds while the contact interface is resistive enough that the metal tip does not short the sheet under it; for four perfectly conducting discs the change is instead about $-0.02$ %.

A straight insulating edge parallel to the probes, at distance $d$, is represented by image contacts of the same sign at distance $2d$ from the line. They cancel the current normal to the edge in both sheets. Each $G(s)$ gains a term $G(\sqrt{s^2+4d^2})$. For $d\gg x,\lambda$ only the logarithm survives, and

$$\Delta R\simeq\frac{R_p}{2\pi}\ln\frac{4x^2+4d^2}{x^2+4d^2}\simeq\frac{3R_px^2}{8\pi d^2}.$$

At $d=100$ µm this is 0.009 % of $R_P$. At $d=3$ µm the logarithm and the full image sum both give 8.4 %, while the last form, which needs $d\gg x$, would give 9.7 %. The resistor network with such an edge gives 8.5 %.

The example is modelled on an unpatterned CoFeB/MgO film for magnetic memory at room temperature. Its $RA$, tunnelling ratio and sheet resistances are rough typical values, not data for a particular wafer. Among the departures sized here for a large film, the greatest effect on a single reading comes from the assumption of exact probe positions. Independent errors of 10 nm per probe along the line spread $R_P$ and $R_{AP}$ by 1.3 % each. If the probes stay in place while the film is switched, $R_{AP}/R_P$ spreads by only 0.03 %. Part of this can be derived: at the best pitch the ratio is stationary, so a common stretching of all distances cancels to first order, and 1.5 µm is near that pitch. That independent errors also nearly cancel is a numerical result. Most of the cancellation does not need the stationary point, since both resistances shift together at any pitch, but 0.03 % is close to the smallest spread: it is 0.22 % at 0.375 µm, 0.11 % at 1 µm and 0.07 % at 3 µm.

The assumption of an ohmic barrier is safe at the chosen current of 0.1 mA. Under one contact, the largest barrier voltage follows from averaging $K_0$ over the disc, now observed at its centre:

$$U(0)=\frac{IR_T}{\pi u^2}\left[1-uK_1(u)\right]=0.91\ \text{mV}\quad\text{(AP)}.$$

If the tunnelling ratio falls linearly with voltage and is halved at a rough 0.5 V, it loses 0.09 % of its value there. Across 1 nm of oxide the field is 0.009 MV/cm, against a rough breakdown field of 10 MV/cm. With 50 Ω per contact, and the resistance of the top sheet around it included, about 0.6 µW is released at each current contact. If all this heat left through the contact's own area into a deep oxide of conductivity $k=1.4$ W/(m K), for which a disc has the thermal resistance $1/(4ka)$, it would warm the contact by about 1 K. The Johnson noise of two 50 Ω voltage contacts is 1.3 nV in a 1 Hz bandwidth, or 1.4 nV with the film between them (about 15 Ω), against a signal of 123 µV; amplifier noise is not included. Non-uniform barriers and any change in the sheets' own resistance on switching also lie outside the model and have not been sized. The numerical output below lists the values for further pitches.

## Values computed for the example and the checks

```
Sheet resistances top, bottom: 20.0, 5.0 ohm/sq
Parallel combination Rp: 4.000 ohm/sq
RA in P, AP: 10.0, 22.0 ohm um^2; TMR 120 %
Decay length P, AP: 0.6325, 0.9381 um
Pitch: 1.50 um
x/lam in P, AP: 2.3717, 1.5990
K0(x/lam), K0(2x/lam) P: 0.07263, 0.00489
K0(x/lam), K0(2x/lam) AP: 0.18819, 0.02766
R(x) formula P, AP: 1.2275, 1.7001 ohm
R(x) 2D network P, AP: 1.2280, 1.7004 ohm
In-plane ratio at this pitch: 38.50 %
Small-pitch limit of R: 4.4127 ohm
Large-pitch limit of R: 0.8825 ohm
Table: pitch um, R_P ohm, R_AP ohm, in-plane ratio %
   0.375  3.2359  3.6801  13.726
   0.750  2.1665  2.8055  29.499
   1.500  1.2275  1.7001  38.503
   3.000  0.9073  1.0193  12.340
   6.000  0.8827  0.8867  0.450
  12.000  0.8825  0.8825  0.001
Best pitch for ratio: 1.312 um; 39.44 %
Universal x/lam of greatest dR/dlnRA: 1.0769
That pitch in P: 0.6811 um
dR/dlnRA there: 0.8237 ohm
dR/dlnRA at example pitch: 0.4589 ohm
Bottom current share at r=1 lam: 31.85 %
Bottom current share at r=2 lam: 57.62 %
Bottom current share at r=4 lam: 76.01 %
Final bottom current share: 80.0 %
Largest ladder-formula difference in R: 0.0012 %
Position error per probe: 10 nm
Resulting spread of R_P, R_AP: 1.32, 1.32 %
Spread of R_AP/R_P, same landing: 0.03 %
Contact radius: 0.10 um; change of R_P 0.088 %
Film thickness top, bottom: 10, 40 nm
Thickness change of lam^2: 0.0333 %
Edge at 3.0 um, change of R_P: 8.43 % (network 8.47 %)
Edge at 100 um, change of R_P: 0.0088 %
Current: 0.10 mA; signal in P 122.75 uV
Peak barrier voltage (AP): 0.910 mV
TMR half-voltage 0.5 V; relative TMR loss 0.091 %
Barrier 1.0 nm: field 0.00910 MV/cm, breakdown about 10
Contact resistance 50 ohm; heat per contact 0.586 uW
Oxide conductivity: 1.4 W/(m K)
Upper estimate of heating: 1.05 K
Johnson noise at 300 K, 1 Hz: 1.287 nV
```
